**Zero-point expansion of a cubic crystal**

The program tests \(\Delta a/a=\gamma E/(3BV)\), where \(a\) is the lattice constant, \(E\) the zero-point energy per atom, \(B\) the bulk modulus, \(V\) the atomic volume and \(\gamma\) the energy-weighted average Grüneisen parameter. For a dimensionless Morse crystal, it asserts that the formula agrees with direct energy minimization in the small-\(\hbar\) limit and that a plain average of the mode parameters does not. It also asserts the second-order coefficient for four pairs of \(\gamma\) and the pressure derivative of the bulk modulus. A rebuilt energy curve must return the input volume and bulk modulus when these are read as measured values. For diamond, the output gives a zero-point pressure of 5.09 GPa and an expansion of 0.383 percent, or 0.4 percent after rounding. Debye and Einstein spectra with the same zero-point energy add about 0.012 and 0.007 percent at 300 K.

## Check in Python

```python
"""Zero-point expansion of a cubic crystal.

Result under test: da/a = gamma*E/(3*B*V), to first order in E.
E: zero-point energy per atom; V: volume per atom; B: bulk modulus;
gamma: mode Grueneisen parameters averaged with zero-point-energy weights.
Bp denotes the pressure derivative of the static bulk modulus.
The Morse crystal below is a dimensionless test case, not diamond.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def derivative(function, x, step):
    """Five-point numerical first derivative."""
    near = function(x + step) - function(x - step)
    far = function(x + 2 * step) - function(x - 2 * step)
    return (8 * near - far) / (12 * step)


def minimum(function, low, high, step):
    """Locate a minimum from the zero of the numerical derivative."""
    return brentq(lambda x: derivative(function, x, step),
                  low, high, xtol=1e-14, rtol=1e-14)


# Test crystal: fcc, nearest-neighbour Morse bonds, unit depth, mass, length.
morse_alpha = 3.0
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / np.sqrt(2)
directions = np.array([v for v in np.ndindex(3, 3, 3)]) - 1
directions = directions[np.sum(directions**2, axis=1) == 2] / np.sqrt(2)
cell_indices = directions @ np.linalg.inv(primitive)
mesh = (np.array(list(np.ndindex(6, 6, 6))) + 0.5) / 6
phase_factor = 1 - np.cos(2 * np.pi * mesh @ cell_indices.T)
along = np.einsum('ni,nj->nij', directions, directions)
across = np.eye(3) - along


def bond_energy(r):
    return (1 - np.exp(-morse_alpha * (r - 1)))**2 - 1


def dynamical_matrices(r):
    decay = np.exp(-morse_alpha * (r - 1))
    slope = 2 * morse_alpha * (decay - decay**2)
    curvature = 2 * morse_alpha**2 * (2 * decay**2 - decay)
    bonds = curvature * along + slope / r * across
    return np.einsum('kn,nij->kij', phase_factor, bonds)


def half_frequency_sum(r):
    squares = np.linalg.eigvalsh(dynamical_matrices(r))
    assert squares.min() > 0
    return 0.5 * np.sqrt(squares).sum(axis=1).mean()


def crystal_strain(hbar):
    total = lambda r: 6 * bond_energy(r) + hbar * half_frequency_sum(r)
    return minimum(total, 0.99, 1.04, 1e-3) - 1


# Mode Grueneisen parameters from first-order perturbation theory.
squares, modes = np.linalg.eigh(dynamical_matrices(1.0))
bond_curvature = 2 * morse_alpha**2
bond_third = -6 * morse_alpha**3
matrix_slope = np.einsum('kn,nij->kij', phase_factor,
                         bond_third * along + bond_curvature * across)
square_slope = np.einsum('kim,kij,kjm->km', modes, matrix_slope, modes)
mode_gamma = -square_slope / (6 * squares)
gamma_weighted = np.average(mode_gamma, weights=np.sqrt(squares))
gamma_plain = mode_gamma.mean()
crystal_BV = 6 * bond_curvature / 9
slope_weighted = gamma_weighted * half_frequency_sum(1.0) / (3 * crystal_BV)
slope_plain = gamma_plain * half_frequency_sum(1.0) / (3 * crystal_BV)
small = 0.002
slope_direct = (2 * crystal_strain(small) / small
                - crystal_strain(2 * small) / (2 * small))
error_weighted = slope_weighted / slope_direct - 1
error_plain = slope_plain / slope_direct - 1
assert abs(error_weighted) < 2e-3  # remaining higher orders in hbar
assert abs(error_plain) > 5e-3


# Static energies in units of B0*V0, with u = V/V0.
def birch_murnaghan(u, Bp):
    s = u**(-2 / 3)
    return 9 / 16 * ((s - 1)**3 * Bp + (s - 1)**2 * (6 - 4 * s))


def murnaghan(u, Bp):
    return u / Bp * (u**(-Bp) / (Bp - 1) + 1)


def minimized_strain(reduced_energy, gamma, Bp):
    total = lambda u: birch_murnaghan(u, Bp) + reduced_energy * u**(-gamma)
    return minimum(total, 0.99, 1.05, 1e-3)**(1 / 3) - 1


def second_coefficient(gamma, Bp):
    return (Bp + 1) / 6 - (gamma + 1) / 3 - 1 / 9


for test_gamma, test_Bp in [(1, 4), (2, 4), (1, 6), (0.5, 3)]:
    test_p = test_gamma * 1e-4
    remainder = minimized_strain(1e-4, test_gamma, test_Bp) - test_p / 3
    # Third order and root-finding errors lie below this tolerance.
    assert abs(remainder / test_p**2
               - second_coefficient(test_gamma, test_Bp)) < 5e-3

# Diamond inputs; Bp is a rough typical value used only for corrections.
E_zp, gamma, B_GPa, V_atom, Bp = 0.18, 1.0, 443.0, 5.67, 4.0
GPa_per_eV_A3 = const.e / const.angstrom**3 / 1e9
B = B_GPa / GPa_per_eV_A3
pressure = gamma * E_zp / V_atom
volume_strain = pressure / B
strain = volume_strain / 3
lattice = (8 * V_atom)**(1 / 3)
strain_full = minimized_strain(E_zp / (B * V_atom), gamma, Bp)
second_term = second_coefficient(gamma, Bp) * volume_strain**2
assert round(100 * strain, 1) == 0.4
assert abs(strain_full / strain - 1) < 0.01

# Alternative reading: V and B already include zero-point motion.
B_static_here = B - (gamma + 1) * pressure
B_static_min = B_static_here + Bp * pressure
volume_ratio = (1 - Bp * pressure / B_static_min)**(-1 / Bp)
V_static = V_atom / volume_ratio
strain_measured = volume_ratio**(1 / 3) - 1
lattice_static = lattice / (1 + strain_measured)


def rebuilt_energy(V):
    static = B_static_min * V_static * murnaghan(V / V_static, Bp)
    return static + E_zp * (V / V_atom)**(-gamma)


V_recovered = minimum(rebuilt_energy, 0.98 * V_atom, 1.02 * V_atom, 5e-3)
B_recovered = V_recovered * derivative(
    lambda V: derivative(rebuilt_energy, V, 5e-3), V_recovered, 5e-3)
assert abs(V_recovered / V_atom - 1) < 1e-7
assert abs(B_recovered / B - 1) < 1e-5
assert abs(strain_measured / strain - 1) < 0.01

# Thermal energy from two spectra with the same zero-point energy.
k_eV = const.k / const.e
theta = 8 * E_zp / (9 * k_eV)
mean_phonon = 2 * E_zp / 3
debye_zero = quad(lambda w: 9 * w**2 * 0.5 * k_eV * theta * w, 0, 1)[0]
assert abs(debye_zero / E_zp - 1) < 1e-10


def debye_thermal(T):
    integral = quad(lambda x: x**3 / np.expm1(x), 0, theta / T)[0]
    return 9 * k_eV * T * (T / theta)**3 * integral


low_T = 60.0
low_T_law = 3 * np.pi**4 / 5 * k_eV * low_T**4 / theta**3
assert abs(debye_thermal(low_T) / low_T_law - 1) < 1e-5
T_use = 300.0
thermal_debye = debye_thermal(T_use)
thermal_einstein = 3 * mean_phonon / np.expm1(mean_phonon / (k_eV * T_use))
thermal_strain_debye = strain * thermal_debye / E_zp
thermal_strain_einstein = strain * thermal_einstein / E_zp
assert max(thermal_strain_debye, thermal_strain_einstein) < 0.1 * strain


def show(label, value, digits, unit):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("DIAMOND: INPUTS")
show("Zero-point energy per atom", E_zp, 2, "eV")
show("Average Grueneisen parameter", gamma, 1, "")
show("Bulk modulus", B_GPa, 0, "GPa")
show("Atomic volume", V_atom, 2, "A^3")
show("Rough pressure derivative Bp", Bp, 1, "")
print("DIAMOND: FIRST-ORDER ESTIMATE")
show("Mean phonon energy", mean_phonon, 3, "eV")
show("1 eV/A^3", GPa_per_eV_A3, 3, "GPa")
show("Zero-point pressure", pressure, 5, "eV/A^3")
show("Zero-point pressure", pressure * GPa_per_eV_A3, 3, "GPa")
show("Volume expansion", 100 * volume_strain, 3, "%")
show("Lattice-constant expansion", 100 * strain, 3, "%")
show("Expansion rounded to one decimal", 100 * strain, 1, "%")
show("Lattice constant from atomic volume", lattice, 4, "A")
show("Length change, a times strain", lattice * strain, 4, "A")
print("DIAMOND: CORRECTIONS")
show("Second-order coefficient", second_coefficient(gamma, Bp), 4, "")
show("Second-order term", 100 * second_term, 5, "%")
show("Expansion by full minimization", 100 * strain_full, 4, "%")
show("Static B at measured volume", B_static_here * GPa_per_eV_A3, 1, "GPa")
show("Static B at static minimum", B_static_min * GPa_per_eV_A3, 1, "GPa")
show("Expansion, measured-input reading", 100 * strain_measured, 4, "%")
show("Static lattice constant", lattice_static, 4, "A")
show("Expansion if gamma is 10% lower", 90 * strain, 3, "%")
show("Expansion if gamma is 10% higher", 110 * strain, 3, "%")
print("DIAMOND: ADDED THERMAL EFFECT")
show("Temperature", T_use, 0, "K")
show("Debye temperature matched to E", theta, 0, "K")
show("Thermal energy, Debye", thermal_debye, 5, "eV/atom")
show("Thermal energy, Einstein", thermal_einstein, 5, "eV/atom")
show("Added expansion, Debye", 100 * thermal_strain_debye, 4, "%")
show("Added expansion, Einstein", 100 * thermal_strain_einstein, 4, "%")
print("MORSE TEST CRYSTAL (DIMENSIONLESS)")
show("Energy-weighted gamma", gamma_weighted, 4, "")
show("Plain average gamma", gamma_plain, 4, "")
show("Direct strain per unit hbar", slope_direct, 5, "")
show("Formula slope, weighted gamma", slope_weighted, 5, "")
show("Formula slope, plain gamma", slope_plain, 5, "")
show("Weighted formula error", 100 * error_weighted, 4, "%")
show("Plain-average formula error", 100 * error_plain, 3, "%")
print("PASS")
```

Printed output:

```
DIAMOND: INPUTS
Zero-point energy per atom: 0.18 eV
Average Grueneisen parameter: 1.0
Bulk modulus: 443 GPa
Atomic volume: 5.67 A^3
Rough pressure derivative Bp: 4.0
DIAMOND: FIRST-ORDER ESTIMATE
Mean phonon energy: 0.120 eV
1 eV/A^3: 160.218 GPa
Zero-point pressure: 0.03175 eV/A^3
Zero-point pressure: 5.086 GPa
Volume expansion: 1.148 %
Lattice-constant expansion: 0.383 %
Expansion rounded to one decimal: 0.4 %
Lattice constant from atomic volume: 3.5664 A
Length change, a times strain: 0.0136 A
DIAMOND: CORRECTIONS
Second-order coefficient: 0.0556
Second-order term: 0.00073 %
Expansion by full minimization: 0.3834 %
Static B at measured volume: 432.8 GPa
Static B at static minimum: 453.2 GPa
Expansion, measured-input reading: 0.3835 %
Static lattice constant: 3.5527 A
Expansion if gamma is 10% lower: 0.344 %
Expansion if gamma is 10% higher: 0.421 %
DIAMOND: ADDED THERMAL EFFECT
Temperature: 300 K
Debye temperature matched to E: 1857 K
Thermal energy, Debye: 0.00558 eV/atom
Thermal energy, Einstein: 0.00350 eV/atom
Added expansion, Debye: 0.0119 %
Added expansion, Einstein: 0.0075 %
MORSE TEST CRYSTAL (DIMENSIONLESS)
Energy-weighted gamma: 1.1217
Plain average gamma: 1.0682
Direct strain per unit hbar: 0.38239
Formula slope, weighted gamma: 0.38239
Formula slope, plain gamma: 0.36415
Weighted formula error: 0.0009 %
Plain-average formula error: -4.768 %
PASS
```
